# How Many Trajectories for a Yield, and What Crashes Do to Lifetimes

**Question.** A photoexcited molecule is followed by surface hopping: the nuclei move classically on one electronic surface, and random hops transfer trajectories to another. Each trajectory finally gives product or no product. How many trajectories fix the quantum yield to five percentage points? Some trajectories crash before they finish. If they are thrown away, how far does the excited-state lifetime move, how does that shift scale, and when does treating the crashes as censored data remove it?

**Answer.**

## The yield: a count of independent outcomes

Let $\phi$ be the probability that a trajectory ends in product. Give trajectory $i$ the value $y_i=1$ for product and $y_i=0$ otherwise. The yield estimated from $N$ completed trajectories is

$$\hat\phi=\frac1N\sum_{i=1}^N y_i .$$

Since $y_i^2=y_i$, the mean of $y_i^2$ is also $\phi$, and the variance of one outcome is $\phi-\phi^2=\phi(1-\phi)$. For independent trajectories the variances add. The sum has variance $N\phi(1-\phi)$, and division by $N$ divides the variance by $N^2$:

$$\sigma_{\hat\phi}=\sqrt{\frac{\phi(1-\phi)}{N}} .$$

"To five points" needs a convention. Here it means that the estimate lies within $d=0.05$ of $\phi$ with a probability of about 95%. For large $N$ the binomial distribution is close to a normal one, for which 95% of the probability lies within $z=1.960$ standard errors. Setting $z\sigma_{\hat\phi}=d$ and squaring gives

$$N=\frac{z^2\phi(1-\phi)}{d^2}.$$

The yield is unknown beforehand, so take the largest variance. From $\phi(1-\phi)=\tfrac14-(\phi-\tfrac12)^2$ this occurs at $\phi=\tfrac12$, and

$$N=\frac{1.960^2\times0.25}{0.05^2}=384.2,$$

which is rounded up to 385 completed trajectories. If the yield is known to be near 0.2, the number is 246. If "five points" means one standard error instead, then $N=0.25/0.05^2=100$.

The cost grows as $1/d^2$: half the error needs four times as many trajectories. None of these numbers includes errors of the electronic structure, of the initial distribution or of the hopping method. More trajectories do not reduce those.

### How good is the normal estimate?

A yield can change only in steps of $1/N$. For $N=385$ and $\phi=\tfrac12$, the expected count is 192.5 and the allowed deviation is 19.25. The allowed counts are therefore 174 to 211, which are 38 integers, while the continuous interval has length 38.5. The binomial sum gives a probability of 0.9474, slightly below 0.95. For $N=100$ the allowed counts are 45 to 55. These are 11 integers in place of a length of 10, and the probability is 0.7287, above the 0.68 of a normal standard error.

As $N$ grows, the number of allowed integers changes in whole steps, down as well as up: for $\phi=\tfrac12$ it is 39 at $N=384$ and 38 at $N=385$. The coverage therefore does not rise smoothly. In the range from 300 to 500, the first $N$ that gives at least 95% for every $\phi$ is 390, and all $N$ from 400 to 500 do so. "About 400" is thus a sound planning number, and 385 is the normal estimate of it.

### Independence matters

Suppose that $m$ trajectories with different random hops start from each initial geometry and velocity, and that two outcomes from the same start have correlation $\rho$. With $v=\phi(1-\phi)$, one group has $m$ variances and $m(m-1)$ ordered pairs with covariance $\rho v$. The variance of its sum is $mv[1+(m-1)\rho]$. There are $N/m$ independent groups, so

$$\sigma_{\hat\phi}^2=\frac{\phi(1-\phi)}{N}\,[1+(m-1)\rho].$$

For $\rho=1$ the bracket is $m$: repeated hops from one start then add no information, and the effective number is $N/m$. The number 385 assumes one trajectory from each independent start.

## The lifetime: which trajectories survive the discarding?

Take one excited state that decays to the ground state with constant rate $k=1/\tau$, and no return. "The hop" is this decay. A run is observed up to time $t_m$. It crashes with rate $c$ before the hop and with rate $g$ after it. For now these crashes are independent of when the hop would have come.

Discarding every crashed run selects trajectories. To hop at time $t$ and be retained, a run must

- remain excited until $t$ and then hop, with density $ke^{-kt}$;
- avoid a crash before $t$, with probability $e^{-ct}$;
- avoid a crash between $t$ and $t_m$, with probability $e^{-g(t_m-t)}$.

The product is

$$ke^{-kt}e^{-ct}e^{-g(t_m-t)}=e^{-gt_m}\,k\,e^{-qt},\qquad q=k+c-g .$$

A retained run that is still excited at $t_m$ has probability $e^{-(k+c)t_m}=e^{-gt_m}e^{-qt_m}$. The factor $e^{-gt_m}$ is common to both kinds and cancels in ratios.

The lifetime is estimated as the excited time of the retained runs divided by their number of hops; the likelihood argument for this ratio follows below. Write $a=e^{-qt_m}$. Apart from the common factor, the expected number of hops per launched run is

$$E=k\int_0^{t_m}e^{-qt}\,dt=\frac{k(1-a)}{q}.$$

The expected excited time is the contribution of the hopped runs plus that of the runs still excited. Integration by parts gives

$$X=k\int_0^{t_m}t\,e^{-qt}\,dt+t_ma
=k\left[\frac{1-a}{q^2}-\frac{t_ma}{q}\right]+t_ma .$$

Dividing each term by $E$,

$$\frac XE=\frac1q-\frac{t_ma}{1-a}+\frac{q\,t_ma}{k(1-a)}
=\frac1q+\frac{t_m(q-k)}{k}\,\frac{a}{1-a}.$$

Now use $q-k=c-g$ and $a/(1-a)=1/(e^{qt_m}-1)$:

$$\tau_{\rm disc}=\frac1q+\frac{t_m(c-g)}{k\,(e^{qt_m}-1)} .$$

At $q=0$ the limit of the expression is to be taken. This is the value approached by a large ensemble; a finite one scatters about it.

### The sign and size of the bias

If runs stop at the hop, no later crash can remove them, and $g=0$. In a long window the second term vanishes and

$$\tau_{\rm disc}=\frac1{k+c}<\tau .$$

A long-lived trajectory has more time in which to crash, so the retained set is enriched in early hops. The probability that a crash comes before the hop is $f=c/(k+c)$. Since $1-f=k/(k+c)$,

$$\tau_{\rm disc}=\tau(1-f).$$

In this model, with a window much longer than the lifetime, the fractional shortening equals the crashed fraction. A crash fraction of 20% shortens the lifetime by 20%, however many trajectories are run.

If all runs have the same fixed length and crash equally often on both surfaces, then $g=c$, $q=k$, and $\tau_{\rm disc}=\tau$. Here every run faces the same chance of a crash whether it hops early or late. Discarding wastes data but does not bias the lifetime. If crashes are more frequent after the hop, $g>c$, early hops are lost preferentially and the lifetime comes out too long. In this model, with constant crash rates and a common observation time $t_m$, discarding therefore biases the lifetime only if $c\ne g$. Runs stopped at a fixed delay after the hop do not share a common length, and for them equal crash rates do not remove the bias.

A short window gives another limit. For $|q|t_m\ll1$, $e^{qt_m}-1\approx qt_m(1+qt_m/2)$, so

$$\tau_{\rm disc}\approx\frac1q+\frac{c-g}{kq}\left(1-\frac{qt_m}{2}\right)
=\tau\left[1-\frac{(c-g)t_m}{2}\right].$$

The last step uses $1/q+(c-g)/(kq)=(k+c-g)/(kq)=1/k$. The bias vanishes linearly with the window, because few runs have time to crash. The price is that few have time to hop.

## Keeping the information in a crash

A run that crashes at time $x$ while excited tells us that its decay time exceeds $x$. Such an observation is called censored. A run still excited at the end of the window is censored at $t_m$. If a crash comes after the hop, the hop time is already known and is kept, although the yield outcome may be lost.

Let $x_i$ be the excited time recorded for run $i$. A hop contributes $ke^{-kx_i}$ to the likelihood, and a censored run contributes $e^{-kx_i}$. Independent crashes add factors that do not contain $k$. With $D$ hops and total excited time $X_{\rm tot}=\sum_i x_i$ over all runs,

$$\ln L=D\ln k-kX_{\rm tot}+\text{constant}.$$

Setting the derivative $D/k-X_{\rm tot}$ to zero gives

$$\hat\tau=\frac{X_{\rm tot}}{D}.$$

The second derivative is $-D/k^2$, so for large $D$ the standard error of $\hat k$ is about $k/\sqrt D$. Since $\tau=1/k$, small relative errors of $\tau$ and $k$ have equal size, and

$$\sigma_{\hat\tau}\approx\frac{\tau}{\sqrt D}.$$

The number of hops sets the precision, not the number of launches.

The estimate does not need a constant crash rate. Let $R(t)$ be the probability that a run is still excited and under observation at $t$. If crashes are independent of the hop time, the chance of a recorded hop in the next $dt$ is $kR(t)\,dt$. The expected number of hops per run is $k\int R\,dt$, and $\int R\,dt$ is the expected excited time. Their ratio gives $\tau$ for any independent crash law. With crash times spread uniformly from 0 to 600 fs and $\tau=200$ fs, a large simulated set gives 199.7 fs.

## A worked ensemble

Choose round model parameters: $\tau=200$ fs, a mean crash time $1/c=800$ fs, $t_m=1000$ fs, and runs stopped at the hop. For the yield, assume that the outcome can already be told at the hop, so that a hop completes a run; if the later motion must be followed, crashes there raise the number of launches further. Then $k=0.00500$ fs$^{-1}$, $c=0.00125$ fs$^{-1}$ and $q=0.00625$ fs$^{-1}$. The biased lifetime is

$$\tau_{\rm disc}=160+\frac{1000\times0.00125}{0.00500\,(e^{6.25}-1)}=160.5\ \text{fs}.$$

The window hardly matters here; the crashes cause the loss of about 40 fs.

The probability of a hop within the window is

$$p_{\rm hop}=\int_0^{t_m}ke^{-(k+c)t}dt=\frac{k}{k+c}\left(1-e^{-(k+c)t_m}\right)=0.7985 .$$

To expect 385 completed runs, one must launch $385/0.7985$, rounded up to 483. This fixes the expected number, not the number in each ensemble. One draw of 483 runs gave 387 hops, 95 crashes and one run still excited. Its excited time was 81,233 fs in all runs and 67,706 fs in the uncrashed ones. Hence

$$\hat\tau=\frac{81233}{387}=209.9\ \text{fs},\qquad
\hat\tau_{\rm disc}=\frac{67706}{387}=175.0\ \text{fs}.$$

The numerators differ, but the number of hops is the same: discarding removes time at risk without removing a hop. The censored value has a standard error of $209.9/\sqrt{387}=10.7$ fs and lies within one standard error of the true 200 fs. The discarded value happens to lie above its expected 160.5 fs. It scatters by about $160/\sqrt{387}=8$ fs from one ensemble to the next.

Over 4000 such ensembles, the mean is 200.0 fs with censoring and 160.4 fs with discarding. The spread of the censored values is 10.17 fs, against 10.18 fs from $\tau/\sqrt D$ with the expected $D$. Nominal 95% intervals contain the true lifetime in 94.8% of ensembles with censoring, but in about 0.6% with discarding.

### When does the bias exceed the noise?

For a long window and $g=0$, the retained hop times are exponential with mean $\tau_{\rm disc}$, so the apparent standard error is $\tau_{\rm disc}/\sqrt D$. The bias measured in this unit is

$$\frac{\tau-\tau_{\rm disc}}{\tau_{\rm disc}/\sqrt D}
=\left(\frac{k+c}{k}-1\right)\sqrt D=\frac ck\sqrt D .$$

Here $c/k=0.25$, and 385 hops give $0.25\times19.6=4.9$ apparent standard errors. The two are equal at $D=(k/c)^2=16$. A larger ensemble narrows the error bar around the wrong lifetime.

### The same crashes after the hop

Now run every trajectory to 1000 fs. For $g=c$, discarding gives 200.0 fs by the formula, but retains just 28.7% of the runs, since each must escape a crash for the whole window: $e^{-1000/800}=0.287$. For $g=2c$ the formula gives 260.6 fs and a large simulated set gives 261.0 fs. The bias has changed sign. In both cases the censored estimate, which keeps each known hop time, agrees with 200 fs within sampling error.

## Decay that is not exponential

A wave packet may need time to reach the region where it can hop. The decay rate then depends on time, and the ratio $X_{\rm tot}/D$ is no longer in general the mean lifetime. The survival curve can still be estimated. At each hop time $t_i$, let $n_i$ runs be still excited and under observation, and let $d_i$ of them hop. The estimated chance of surviving that instant is $1-d_i/n_i$. Survival to $t$ requires surviving each earlier hop time, so

$$\hat S(t)=\prod_{t_i\le t}\left(1-\frac{d_i}{n_i}\right).$$

This is the Kaplan–Meier estimate. A crashed run counts in $n_i$ until its crash and then leaves. Independence ensures that the remaining runs represent those that left.

As a case, take a latency of 50 fs followed by exponential decay with time constant 150 fs. The true survival at 200 fs is $e^{-150/150}=0.368$. The Kaplan–Meier value from one simulated set is 0.365, while the uncrashed runs alone give 0.303. Discarding again makes the decay look too fast. The curve is known only up to the end of the window; a mean lifetime needs an assumption about any remaining tail.

## When censoring fails

The cure rests on the crash being uninformative about the coming hop. Suppose instead that crashes happen at the surface crossing, where the electronic states change rapidly, and that a fraction $p$ of would-be hops is lost there. All runs still end at rate $k$, but hops are recorded at rate $(1-p)k$. The censored estimate tends to

$$\frac1{(1-p)k}=\frac{\tau}{1-p},$$

which is too long. If the loss is independent of the time of arrival, the remaining hops are a fair sample, and discarding gives $\tau$, provided that every run is followed until it hops or crashes. In a finite window the loss thins the hops but not the runs still excited at the end, so discarding gives the larger value $\tau+\frac{p}{1-p}\,\frac{t_m}{e^{kt_m}-1}$. The excess is small when $t_m\gg\tau$. The following numbers are for no time limit. For $p=0.2$ and $\tau=200$ fs, simulation gives 249.8 fs with censoring and 200.0 fs with discarding. The roles are reversed.

The recorded times cannot reveal which case applies. Crashes at the crossing give a hop rate $(1-p)k$ and a crash rate $pk$. A molecule with the longer lifetime $\tau/(1-p)=250$ fs and independent crashes with mean time $\tau/p=1000$ fs has the same two rates, hence the same distribution of records. Other information is needed, such as the energy gap and the coupling at the moment of each crash. A small gap together with a strong coupling is a reason to suspect a crash at the crossing, but not a proof of it.

If both kinds of crash occur with constant rates, the recorded hop rate is $(1-p)k$ and the crash rate is $c+pk$. Their sum is $k+c$. With $C$ crashes, for large ensembles,

$$\frac{X_{\rm tot}}{D+C}\to\frac1{k+c}\le\tau\le\frac1{(1-p)k}\leftarrow\frac{X_{\rm tot}}{D}.$$

The lower ratio counts every crash as a hop. For the ensemble of 483 runs the two ratios are 168.5 and 209.9 fs, each with sampling error in addition. This bracket belongs to the stated mixture. If the crashed runs would have lived longer than the others, even the upper ratio can be too small.

## Crashes and the yield

Crashes also affect the first question. Let $s_1$ be the probability that a product-forming run completes, and $s_2$ that of the others. Completed product runs have weight $\phi s_1$ and the others $(1-\phi)s_2$, so the yield among completed runs tends to

$$\phi_{\rm disc}=\frac{\phi s_1}{\phi s_1+(1-\phi)s_2}.$$

For $s_1=s_2$ it equals $\phi$, and the crashes merely raise the number of launches. This can fail if the runs that form product hop earlier or later than the others, for example because two groups of initial conditions decay at different rates. Channels that compete at constant rates from one state are different: they share one distribution of hop times, so $s_1=s_2$. Take the case of two groups. Let $\phi=0.50$, with mean hop times of 100 fs for product and 300 fs for the rest, a mean crash time of 800 fs and no final time limit. As before, a run counts as complete once it has hopped. An exponential hop with mean $T$ precedes the crash with probability $(1/T)/(1/T+c)=800/(800+T)$. Thus $s_1=0.889$, $s_2=0.727$, and

$$\phi_{\rm disc}=\frac{0.889}{0.889+0.727}=0.550 .$$

The bias is five points, as large as the whole error allowance, and it does not shrink with $N$.

Independent crashes at constant rate can be corrected. A run that would hop at $t$ completes with probability $e^{-ct}$, so weighting each completed run by $e^{ct}$ restores its share. The rate $c$ is estimated as crashes divided by excited time, by the earlier argument with hops and crashes exchanged. The simulated weighted yield is 0.500. The weights have finite variance if $c$ is smaller than the slowest decay rate, because the mean squared weight contains $\int e^{-kt}e^{-ct}e^{2ct}dt$. Here $1/800<1/300$, so the condition holds. The uneven weights still cost precision. With about 385 completed runs the weighted yield scatters by about 0.026, slightly above the binomial 0.0255. For a mean crash time of 400 fs it scatters by about 0.030, and 385 completed runs then no longer give five points at 95%.

Without any assumption about the crashes, the missing outcomes leave a range. In the ensemble of 483 runs, 96 did not finish. Counting them all as product or none as product moves the yield by $96/483=0.20$, or 20 points. The five-point error bar then rests on an assumption about the crashes, and inspecting or restarting the failed runs can be worth more than launching new ones. The numerical output below lists the simulated results.

## Computed values

```
95% normal factor z: 1.960
N for 95% half-width 5 points, phi=0.5: 385
N for 95% half-width 5 points, phi=0.2: 246
N for standard error 5 points, phi=0.5: 100
exact coverage, N=385, phi=0.5: 0.9474
exact coverage, N=246, phi=0.2: 0.9539
exact coverage, N=100, phi=0.5: 0.7287
worst coverage over phi, N=385: 0.9473
first N in 300-500 with worst coverage >= 0.95: 390
all N from here to 500 have it: 400
true lifetime: 200 fs
mean crash time: 800 fs; window: 1000 fs
g=0c: discard formula 160.5 fs, simulated 160.6 fs
   censored 200.0 fs, kept fraction 0.801
g=1c: discard formula 200.0 fs, simulated 199.8 fs
   censored 200.2 fs, kept fraction 0.287
g=2c: discard formula 260.6 fs, simulated 261.0 fs
   censored 200.0 fs, kept fraction 0.109
long-window limit 1/(k+c): 160.0 fs
censored, crash times uniform on 0-600 fs: 199.7 fs
probability that a run hops in the window: 0.7985
launches for 385 expected completions: 483
sample: 387 hops, 95 crashes, 1 still excited
sample excited time, all runs: 81233 fs
sample excited time, uncrashed runs: 67706 fs
sample lifetime, crashed runs discarded: 175.0 fs
sample lifetime, censored: 209.9 fs
sample standard error, censored: 10.7 fs
sample lifetime, crashes counted as hops: 168.5 fs
standard error tau/sqrt(D): 10.18 fs
spread of censored lifetimes, 4000 ensembles: 10.17 fs
mean over ensembles: censored 200.0 fs, discarded 160.4 fs
95% intervals holding the true lifetime: censored 0.948, discarded 0.0057
latency 50 fs, then decay time 150 fs: survival at 200 fs
   true 0.368, Kaplan-Meier 0.365, discarded 0.303
fraction of hops lost at the crossing: 0.2
   censored 249.8 fs, discarded 200.0 fs
look-alike: lifetime 250 fs, crash time 1000 fs
   hop fractions 0.801 and 0.800, largest CDF distance 0.0037
both kinds of crash: bracket 160.1 to 250.2 fs
true yield 0.50; hop times 100 fs (product), 300 fs (other)
completion probabilities: 0.889 and 0.727
yield of completed runs: formula 0.550, simulated 0.550
yield with weights exp(ct): 0.500
completed yield, outcome unrelated to time: 0.500
```
